\section*{Spin polarisation and the hyperfine constant of the nitrogen atom}

\section{A remainder of less than a thousandth}

In an unrestricted Hartree--Fock (UHF) calculation on the nitrogen atom, the electron density at the nucleus is $205.3\ \text{bohr}^{-3}$. The excess of spin-up over spin-down density there is $0.187\ \text{bohr}^{-3}$, less than a thousandth of it. This excess fixes the isotropic hyperfine constant of the $2p^3\ {}^4S$ ground state. Restricted open-shell Hartree--Fock (ROHF) gives zero. In UHF the 1s shell contributes $-0.466$ and the 2s shell $+0.653\ \text{bohr}^{-3}$, once a redundant mixing of the two has been removed. Why do the shells oppose each other, and what does this do to the accuracy of the sum?

The atom is treated nonrelativistically, with a fixed point nucleus. Atomic units are used except in the hyperfine formula, which is in SI units. The Hartree--Fock results come from an even-tempered Gaussian basis of 24 s and 13 p exponents, unless another basis is named. Gaussians lack the nuclear cusp, and the densities at the nucleus in this basis lie about 0.3\% below the basis-set limit.

\section{What the hyperfine constant measures}

Let the nuclear moment $\mathbf m=g_N\mu_N\mathbf I$ be a vanishingly small current loop. At distance $R$, with unit vector $\mathbf n$, its vector potential is $\mathbf A=(\mu_0/4\pi)\,\mathbf m\times\mathbf n/R^2$. Since $\mathbf B=\nabla\times\mathbf A$, the field integrated over a ball of radius $R$ is
\begin{align}
\int\mathbf B\,dV&=\oint\mathbf n\times\mathbf A\,dS
=\frac{\mu_0}{4\pi}\int\left[\mathbf m-\mathbf n(\mathbf n\cdot\mathbf m)\right]d\Omega\\
&=\frac{\mu_0}{4\pi}\,4\pi\left(1-\tfrac13\right)\mathbf m=\tfrac23\mu_0\mathbf m .
\end{align}
The result does not depend on $R$, so the integral comes from the origin: the field contains $\tfrac23\mu_0\mathbf m\,\delta(\mathbf r)$. An electron has moment $-g_e\mu_B\mathbf s$ with $g_e>0$, and its energy is minus moment times field. Hence
\begin{equation}
H_c=\tfrac23\mu_0g_e\mu_Bg_N\mu_N\sum_i\delta(\mathbf r_i)\,\mathbf s_i\cdot\mathbf I .
\end{equation}
The orbital and dipolar couplings contain orbital operators of rank one and two, whose expectation values vanish for $L=0$.

Within the quartet, $\sum_i\delta(\mathbf r_i)\mathbf s_i$ is a vector operator and is therefore proportional to $\mathbf S$. In the state $M_S=S$ its $z$ component is $\tfrac12\rho_s(0)$, where $\rho_s=\rho_\uparrow-\rho_\downarrow$, while $S_z=S$. The factor of proportionality is thus $\rho_s(0)/(2S)$, and $H_c=A\,\mathbf I\cdot\mathbf S$ with
\begin{equation}
A=\tfrac23\mu_0g_e\mu_Bg_N\mu_N\,\frac{\rho_s(0)}{2S},\qquad S=\tfrac32 .
\end{equation}
The nuclear $g$ factor of $^{14}$N is about 0.40. With the input value $g_N=0.404$ adopted in the calculation, $A/h$ is $107.8$ MHz per $\text{bohr}^{-3}$ of spin density. UHF gives $107.8\times0.187\approx20.2$ MHz. The measured constant is roughly 10 MHz. The formula was derived for a pure quartet, and the UHF determinant is not quite one: its $\langle S^2\rangle$ is $3.758$ rather than $3.75$.

In ROHF, 1s and 2s have the same spatial form for both spins and cancel in $\rho_s$. The unpaired 2p orbitals vanish at the nucleus. Hence $\rho_s(0)=0$.

\section{A model of the s shells}

Hold the 2p shell fixed and let the s orbitals respond to it. The Fock operator for spin $\sigma$ is
\begin{equation}
F_\sigma=h+J[P_\uparrow+P_\downarrow]-K[P_\sigma],
\end{equation}
where $P_\sigma$ is the density matrix, $J$ the Coulomb operator and $K$ the exchange operator. At the ROHF solution $P_\uparrow-P_\downarrow$ contains just the three 2p electrons. Therefore $F_\uparrow-F_\downarrow=-K_p$, the exchange with the 2p shell, and
\begin{equation}
F_\uparrow=\bar F-\tfrac12K_p,\qquad F_\downarrow=\bar F+\tfrac12K_p .
\end{equation}
The ROHF energy is stationary when a doubly occupied orbital $c$ is mixed, for both spins together, with an empty s orbital $v$. This means $\langle v|F_\uparrow+F_\downarrow|c\rangle=0$, so 1s and 2s can be chosen as eigenfunctions of $\bar F$. All orbitals $\varphi$ are real, with energies $\varepsilon$.

Now scale the difference between the spins by $\lambda$: s electrons feel $-\tfrac12(1\pm\lambda)K_p$, with the upper sign for spin up. ROHF is $\lambda=0$; the full difference is $\lambda=1$. To first order in $\lambda$ the two spins respond oppositely, so their s density matrices are $P_0\pm\lambda D$. The total density, and with it $J$, is unchanged. The exchange operator does change, and the perturbation is $\pm\lambda W$ with
\begin{equation}
W=-\tfrac12K_p-K[D].
\end{equation}
First-order perturbation theory mixes $v$ into $c$ with coefficient $\pm\lambda x_{vc}$, where
\begin{equation}
x_{vc}=\frac{W_{vc}}{\varepsilon_c-\varepsilon_v},\qquad
D(\mathbf r,\mathbf r)=2\sum_{c,v}x_{vc}\,\varphi_c(\mathbf r)\varphi_v(\mathbf r).
\end{equation}
The factor 2 comes from the two cross terms in the square of the changed orbital. The difference between the spins doubles it again. Setting $\lambda=1$ in the first-order result gives
\begin{equation}
\rho_s(0)=4\sum_{c=1s,2s}\ \sum_v\varphi_c(0)\varphi_v(0)\frac{W_{vc}}{\varepsilon_c-\varepsilon_v}.
\label{eq:response}
\end{equation}
Because $W$ contains $D$, the equations are iterated until $D$ no longer changes. They give $-0.461$ for 1s, $+0.614$ for 2s and $0.152\ \text{bohr}^{-3}$ for the sum.

\section{Why the signs differ}

Leave out $K[D]$ for the moment. Then $W_{vc}=-\tfrac12(K_p)_{vc}$, and each term of \eqref{eq:response} becomes
\begin{equation}
\frac{2\,\varphi_c(0)\varphi_v(0)\,(K_p)_{vc}}{\varepsilon_v-\varepsilon_c}.
\end{equation}
The denominator is positive. Choose every orbital positive at the nucleus; the sign is then that of
\begin{equation}
(K_p)_{vc}=\sum_m\iint\frac{p_m(\mathbf r)\varphi_v(\mathbf r)\,p_m(\mathbf r')\varphi_c(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' ,
\end{equation}
where $p_m$ are the three 2p orbitals. The integral weights $\varphi_v$ and $\varphi_c$ where 2p is large, not at the nucleus.

At $r=1$ bohr the 1s amplitude is still positive, $+0.016\ \text{bohr}^{-3/2}$. The 2s orbital has passed its node and has amplitude $-0.251$. An empty s orbital must be orthogonal to 1s, so it too changes sign. If its first outer lobe dominates the integral, it enters with a negative sign. Paired with 1s it then gives a negative term, and paired with 2s a positive one.

This nodal argument is a picture rather than a proof, since the empty orbitals have further nodes within the range of 2p: in this basis the lowest has its second node near $1.9$ bohr, and the next few have it closer in; a more diffuse basis places it near $1.8$ bohr. The computed sums show how far it holds. For 1s the negative terms add up to $-0.447$ and the positive ones to zero at four decimals. For 2s the positive terms give $+0.403$ and the negative ones $-0.028$. This split depends somewhat on the empty orbitals the basis supplies: a tighter and more diffuse set of 33 s and 14 p exponents gives $+0.407$ and $-0.031$, with nearly the same sum.

The orbital sizes tell the same story. For the UHF orbitals with the redundant 1s--2s mixing removed, $\langle r^2\rangle$ for 1s is $0.0705\ \text{bohr}^2$ for spin up and $0.0700$ for spin down; for 2s it is $2.01$ and $2.39$. Exchange attraction towards the 2p shell draws the spin-up 1s orbital slightly outward, and its density at the nucleus falls. The spin-up 2s orbital contracts, and its density there rises.

Without $K[D]$, however, the sum is
\begin{equation}
-0.447+(0.403-0.028)=-0.072\ \text{bohr}^{-3},
\end{equation}
which has the wrong sign. Exchange among the s electrons themselves changes the 1s part by only $-0.014$ but raises the 2s part from $0.375$ to $0.614$. The 2p shell starts the polarisation; the sign of the total depends on the self-consistent response.

\section{A part of the cancellation that is bookkeeping}

The sum in \eqref{eq:response} omits mixing between 1s and 2s. Such mixing adds to the 1s part
\begin{equation}
X=4\,\varphi_{1s}(0)\varphi_{2s}(0)\,\frac{W_{21}}{\varepsilon_{1s}-\varepsilon_{2s}} .
\end{equation}
For the 2s part $W_{12}=W_{21}$ but the denominator changes sign, so it receives $-X$. The total is unaffected, as it must be: rotating two occupied orbitals of one spin into each other leaves that spin's density unchanged.

The energies are $-15.629$ and $-0.945$ hartree, the amplitudes at the nucleus $9.897$ and $2.181\ \text{bohr}^{-3/2}$, and $(K_p)_{21}=-0.0928$ hartree. Without $K[D]$, $W_{21}=+0.0464$ hartree and
\begin{equation}
X\approx\frac{4\times9.897\times2.181\times0.0464}{-14.684}\approx-0.273\ \text{bohr}^{-3}.
\end{equation}
Including $K[D]$ gives $-0.275$.

The eigenfunctions of the UHF Fock operators contain this mixing, and with them the shell parts are $-0.741$ and $+0.928$. The parts quoted at the start use another choice: for each spin, the occupied pair is rotated as close as possible to the ROHF pair. Closest approach makes the overlap matrix of the two pairs symmetric. First-order mixing is antisymmetric, so it is removed. The opposition of the shells survives, but about $0.275\ \text{bohr}^{-3}$ of each eigenfunction part was a matter of labels. The remaining parts still refer to a choice, the eigenfunctions of $\bar F$ as the ROHF pair. Diagonalising $F_\uparrow$ or $F_\downarrow$ within that pair instead moves each part by about $0.009\ \text{bohr}^{-3}$; only the sum is independent of the choice.

\section{What cancellation does to errors}

Let the parts $a$ and $b$ carry relative errors $\delta_a$ and $\delta_b$. The relative error of their sum obeys
\begin{equation}
\left|\frac{a\delta_a+b\delta_b}{a+b}\right|\le\kappa\,\max(|\delta_a|,|\delta_b|),\qquad
\kappa=\frac{|a|+|b|}{|a+b|}.
\end{equation}
For the UHF parts without the redundant mixing,
\begin{equation}
\kappa=\frac{0.466+0.653}{0.187}\approx6.0 .
\end{equation}
This is an upper limit on the amplification. If $\delta_a=\delta_b$, the sum has that same relative error and nothing is amplified.

The first-order model is itself an example. Relative to UHF, its 1s part is too small in magnitude by 1\% and its 2s part by 6\%, but its sum is too small by a little over 18\%. The missing amount can be traced. Solving the s shells self-consistently at $\lambda=1$ around the ROHF 2p shell raises the sum from $0.152$ to $0.168$. Replacing that shell by the UHF one gives $0.187\ \text{bohr}^{-3}$.

The three standard basis sets tried here fare worse. These are UHF values in $\text{bohr}^{-3}$, with the redundant mixing removed from the parts:
\begin{center}
\begin{tabular}{lrrrr}
basis & total density & 1s part & 2s part & $\rho_s(0)$\\
cc-pVDZ & 197.4 & $-0.081$ & 0.359 & 0.278\\
cc-pVTZ & 198.3 & $-0.508$ & 0.474 & $-0.033$\\
cc-pVQZ & 202.0 & $-0.576$ & 0.624 & 0.048\\
24s\,13p & 205.3 & $-0.466$ & 0.653 & 0.187
\end{tabular}
\end{center}
The total density is within 4\% of the large-basis value throughout, yet cc-pVTZ gives the spin density the wrong sign. In cc-pVQZ the 2s part is 4\% too small and the 1s part 24\% too large in magnitude. Both errors lower the sum, and a quarter of it is left. The error of the 1s part has no fixed sign: its magnitude is too small in cc-pVDZ and too large in cc-pVTZ and cc-pVQZ. The cause is not examined here.

\section{Beyond Hartree--Fock}

Spin polarisation explains why the constant is not zero, but UHF overestimates it about twofold. The excess cannot be laid on correlation alone. The UHF determinant holds less than 0.2\% of states of higher spin, yet projecting them out with the orbitals held fixed lowers $\rho_s(0)$ from $0.187$ to about $0.12\ \text{bohr}^{-3}$. The shifts below, measured from UHF, do not separate the two effects. To go beyond the single determinant, add $+\eta\,\delta(\mathbf r)$ to the Hamiltonian for spin-up electrons and $-\eta\,\delta(\mathbf r)$ for spin-down ones. The first-order energy change is $\eta\rho_s(0)$, so $\rho_s(0)=dE/d\eta$ at $\eta=0$. For approximate methods this derivative defines the spin density. Central differences with $\eta=\pm2\times10^{-4}$, in a smaller basis of 16 s, 9 p and 3 d exponents, give:
\begin{center}
\begin{tabular}{lrr}
method & $\rho_s(0)$ / $\text{bohr}^{-3}$ & $(A/h)$ / MHz\\
UHF & 0.183 & 19.7\\
MP2 & 0.079 & 8.5\\
CCSD & 0.088 & 9.5
\end{tabular}
\end{center}

MP2 lowers the spin density by 57\%, while a field of equal sign on both spins shows that it raises the total density at the nucleus by 0.04\%. In absolute terms the two changes are of the same order: about $-0.10$ and, for a total near $200$, about $+0.08\ \text{bohr}^{-3}$ in this basis; the second figure falls to about $+0.07$ in a larger basis of 20 s, 11 p and 4 d exponents, while the first stays near $-0.10$. The spin-density shift, $0.104\ \text{bohr}^{-3}$ in magnitude, would be 16\% of the UHF 2s part or 22\% of the 1s part. It is more than half of what remains after they cancel. The calculation does not assign the correlation shift to shells, so it does not show which part is corrected.

The CCSD value lies near the measured size, but that does not establish convergence. The basis has no f functions, and connected triple excitations are omitted; either could matter for so small a remainder. At the MP2 level, $0.079$ becomes $0.076$ when one set of f functions is added and $0.082$ in a basis of 20 s, 11 p and 4 d exponents, so the third decimal of the correlated entries is not settled. A reliable value needs a basis in which both shell parts are converged, the self-consistent response of both shells, and correlation errors well below $0.1\ \text{bohr}^{-3}$.
